# Thermopower and thermal conductance of a ballistic point contact

## Problem

A ballistic constriction joins two large electron reservoirs. Its transverse modes $n=1,2,\dots$ have thresholds $E_n$ a distance $\Delta$ apart. An electron in mode $n$ is transmitted with certainty if $E>E_n$ and reflected if $E<E_n$. Each mode carries two spin channels. The electrons have charge $-e$ and do not interact, and the temperature and voltage differences are small enough for linear response. Only heat carried by electrons is counted.

Let $\mu$ be the chemical potential and assume $kT\ll\Delta$.

1. Find the thermopower $S$ when $\mu$ lies at the threshold $E_{N+1}$, so that $N$ modes are fully open and the next is about to open. Is this the largest value of $|S|$ nearby?
2. Find the thermal conductance $K$ at zero electric current, both midway between thresholds and at a threshold.
3. Determine how a finite spacing $\Delta$ and a rounded transmission step change the threshold thermopower.

For numbers take a model contact with $T=1$ K, $\Delta=2$ meV and $E_n=(n-\tfrac12)\Delta$. Then $kT=0.0862$ meV and $\Delta/kT=23.2$.

## First estimate by scaling

At zero current, $e|S|T$ is the mean energy, measured from $\mu$, of the electrons that carry the conduction. This is derived below; here it serves to find the scale.

Conduction takes place in a window of width about $kT$ around $\mu$. A fully open mode uses the whole window, so its electrons above and below $\mu$ balance and its mean energy is zero. A mode with its threshold at $\mu$ uses the upper half, with weight $\tfrac12$ and an energy of about $kT$ per electron. Averaging over all modes gives

$$|S|\sim\frac{k}{e}\,\frac{1/2}{N+1/2}.$$

The height does not depend on temperature, and it falls as more modes open. With $k/e=86.17$ µV/K and $N=1$ the estimate is $86.17/3=28.7$ µV/K. Between thresholds every open mode is balanced, so $S$ should nearly vanish.

For the heat, one channel passes electrons from the window at a rate of about $kT/h$. A temperature difference $\Delta T$ changes the occupations by a fraction of about $\Delta T/T$, and each electron carries about $kT$. The heat current is then about $(kT/h)(\Delta T/T)(kT)$, so $K\sim k^2T/h$ per spin channel.

## Exact solution

### Currents and coefficients

In a one-dimensional channel the number of states per unit length and energy, for one direction of motion and one spin, is $1/(hv)$. Multiplied by the velocity $v$ it gives $1/h$, whatever the dispersion. Let $t(E)$ be the number of transmitting modes per spin. The particle current from left to right and the heat current are

$$J=\frac2h\int t\,(f_L-f_R)\,dE,\qquad J_Q=\frac2h\int t\,(E-\mu)(f_L-f_R)\,dE .$$

The factor 2 is for spin. Let the left side be the hot one, and let $\Delta\mu$, $\Delta T$ and $\Delta V$ mean left minus right. The Fermi function depends on $(E-\mu)/kT$, so $\partial f/\partial\mu=-f'$ and $\partial f/\partial T=-f'(E-\mu)/T$, where $f'=\partial f/\partial E$. To first order,

$$f_L-f_R=(-f')\left[\Delta\mu+(E-\mu)\frac{\Delta T}{T}\right].$$

With the moments $L_m=\int t\,(E-\mu)^m(-f')\,dE$ this gives

$$J=\frac2h\left(L_0\Delta\mu+L_1\frac{\Delta T}{T}\right),\qquad J_Q=\frac2h\left(L_1\Delta\mu+L_2\frac{\Delta T}{T}\right).$$

The voltage is $\Delta V=-\Delta\mu/e$ and the electric current is $-eJ$. At $\Delta T=0$ the two minus signs cancel, and $G=(2e^2/h)L_0$.

At $J=0$ we have $\Delta\mu=-(L_1/L_0)\,\Delta T/T$. The thermopower is defined by $S=-\Delta V/\Delta T$ at zero current, which equals $\Delta\mu/(e\Delta T)$. Inserting $\Delta\mu$ into $S$ and into $J_Q=K\Delta T$,

$$S=-\frac{1}{eT}\frac{L_1}{L_0},\qquad K=\frac{2}{hT}\left(L_2-\frac{L_1^2}{L_0}\right).$$

The ratio $L_1/L_0$ is the mean energy used in the estimate.

### Moments of one step

Put $x=(E-\mu)/kT$, $F(x)=1/(e^x+1)$ and $u=(E_n-\mu)/kT$. Then $(-f')\,dE=-F'(x)\,dx$, and mode $n$ contributes to $L_0$

$$\int_u^\infty(-F')\,dx=F(u).$$

Its contribution to $L_1/kT$ follows by integration by parts:

$$A(u)=\int_u^\infty x(-F')\,dx=\big[-xF\big]_u^\infty+\int_u^\infty F\,dx=uF(u)+\ln(1+e^{-u}).$$

The last integral holds because $-\ln(1+e^{-x})$ has derivative $F(x)$. The kernel $-F'$ is even, so $x(-F')$ is odd and its integral from $-u$ to $u$ vanishes. Hence $A(-u)=A(u)$. A mode far below $\mu$ therefore contributes as little to $L_1$ as a mode far above it. Since $A>0$, $S$ is negative for every $\mu$ in this model.

For $L_2$ we need, again by parts and with $F=\sum_{j\ge1}(-1)^{j+1}e^{-jx}$ for $x>0$,

$$\int_{-\infty}^{\infty}x^2(-F')\,dx=4\int_0^\infty xF\,dx=4\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

The alternating sum is $\pi^2/6$ minus twice its even terms, that is $\pi^2/6-2\cdot\pi^2/24=\pi^2/12$.

### Thermopower at a threshold

For $\mu=E_{N+1}$ the $N$ lower modes have $u\ll-1$ and give $F=1$, $A=0$. The opening mode has $u=0$ and gives $F=\tfrac12$, $A=\ln2$. Higher modes give nothing. So $L_0=N+\tfrac12$, $L_1=kT\ln2$, and

$$S(\mu=E_{N+1})=-\frac{k}{e}\,\frac{\ln2}{N+1/2}.$$

For $N=1$ this is $-86.17\times0.6931/1.5=-39.8$ µV/K.

### Where the maximum lies

Now let $\mu$ vary near this threshold, with $u=(E_{N+1}-\mu)/kT$, and define $s=|S|e/k$. Then

$$s(u)=\frac{A(u)}{N+F(u)} .$$

Differentiating the integral for $A$ at its lower limit gives $A'=uF'$. Therefore

$$\frac{ds}{du}=\frac{uF'(N+F)-AF'}{(N+F)^2}=\frac{F'(u)}{N+F(u)}\,\big[u-s(u)\big].$$

At $u=0$ the bracket is $-s<0$ and $F'<0$, so the slope is positive: the threshold value is not the maximum. Moving $\mu$ down by a small amount cuts off the electrons at the edge of the step. Their energy $u\,kT$ is below the mean $s\,kT$, so removing them raises the mean. This continues until $u=s$. Inserting $A$ into $u(N+F)=A$, the terms $uF$ cancel and leave

$$Nu=\ln(1+e^{-u}).$$

For $N\ge1$ the left side rises from zero and the right side falls from $\ln2$, so there is one root $u^*$, and it is positive. Below it $s>u$ and $s$ rises; above it $s<u$ and $s$ falls. The root is thus a maximum, and $u^*$ gives both its height, $s=u^*$, and its distance from the threshold, $u^*kT$.

For $N=1$ put $y=e^u$. The condition becomes $y=1+1/y$, or $y^2-y-1=0$, so $y=(1+\sqrt5)/2$ and $u^*=\ln y=0.4812$. The maximum of $|S|$ is $86.17\times0.4812=41.5$ µV/K. It lies $0.4812\times0.0862=0.0415$ meV below the threshold and is 4.1 percent higher than the threshold value.

For larger $N$ the root is small. With $\ln(1+e^{-u})\approx\ln2-u/2+u^2/8$ the condition reads $(N+\tfrac12)u\approx\ln2+u^2/8$. Putting the leading solution $u_0=\ln2/(N+\tfrac12)$ into the last term gives

$$u^*\approx\frac{\ln2}{N+1/2}\left[1+\frac{\ln2}{8(N+1/2)^2}\right].$$

For $N=4$ the predicted excess over the threshold value is 0.428 percent; the numerical search for the maximum gives 0.431 percent. The expression $\ln2/(N+\tfrac12)$ is thus the exact height at the threshold for isolated sharp steps, and a good approximation to the peak height.

The case $N=0$ is different. The condition would require $\ln(1+e^{-u})=0$, which has no finite solution. Here $s=u+(1+e^u)\ln(1+e^{-u})$ is larger than $u$ everywhere, so $|S|$ keeps growing as $\mu$ drops below the first threshold, and it approaches $s=u+1$. The value $2\ln2=1.386$ at $\mu=E_1$ is a point on this rise and not a peak. The growth has a simple meaning: every transmitted electron must have at least the energy $u\,kT$, while the conductance, proportional to $F(u)$, becomes exponentially small. The unbounded growth belongs to the sharp step; a step wider than $kT$ limits it, as shown in the section on rounded steps.

### Between thresholds

Midway between $E_N$ and $E_{N+1}$ the two nearest steps lie at $u=\mp a$, with $a=\Delta/2kT$. Since $F(-a)+F(a)=1$, they leave $L_0=N$. Their contributions to $L_1$ are equal and add:

$$s_{\rm mid}=\frac{2A(a)}{N}\approx\frac{2(a+1)e^{-a}}{N}.$$

With $a=11.6$ and $N=1$ the thermopower is $-0.020$ µV/K, about two thousand times smaller in magnitude than at the threshold.

In $L_2$ the tail missing from mode $N$ equals the tail supplied by mode $N+1$, because $x^2(-F')$ is even. So $L_2=N(\pi^2/3)(kT)^2$. The term $L_1^2/L_0$ is the square of an exponentially small quantity and is dropped:

$$K=2N\,K_Q,\qquad K_Q=\frac{\pi^2k^2T}{3h}.$$

This is one quantum $K_Q$ for each spin channel, two for each mode. At 1 K, $K_Q=0.946$ pW/K, and the first plateau has $K=1.893$ pW/K.

### Thermal conductance at a threshold

The half-open mode supplies half of the even integral, so $L_2=(N+\tfrac12)(\pi^2/3)(kT)^2$. Now $L_1=kT\ln2$ is not small. Dividing $K$ by $K_Q$,

$$\frac{K}{K_Q}=2\left[\left(N+\frac12\right)-\frac{3\ln^22}{\pi^2(N+1/2)}\right].$$

For $N=1$ the second term is $0.1460/1.5=0.0974$, and $K/K_Q=2(1.5-0.0974)=2.805$. If the voltage is held at zero instead, $\Delta\mu=0$, the second term is absent and the ratio is 3. The reduction comes from the thermoelectric voltage that stops the current: it drives electrons back, and at a threshold these carry a net heat $L_1/L_0$ each. On a plateau that mean heat nearly vanishes, and the two conditions give the same $K$ to high accuracy.

### Finite mode spacing

At a threshold with $N\ge1$ the neighbouring steps lie at $u=\pm\Delta/kT$. They leave $L_0$ unchanged, as above, and each adds $A(\Delta/kT)$ to $L_1/kT$. With $A(a)\approx(a+1)e^{-a}$ for large $a$, as used between thresholds, $\ln2$ is replaced by

$$\ln2+2\left(\frac{\Delta}{kT}+1\right)e^{-\Delta/kT}.$$

At $\Delta/kT=6$, which is $T=3.87$ K here, this is 0.728, in agreement with the numerical value of $(N+\tfrac12)s$ for $N=2$. The correction is 5 percent of $\ln2$. At 1 K it is negligible.

### Rounded steps

If the constriction is a saddle in the potential, with curvature energy $\hbar\omega_x$ along the current, the step becomes

$$t_n(E)=\frac{1}{1+e^{-(E-E_n)/w}},\qquad w=\frac{\hbar\omega_x}{2\pi}.$$

At $\mu=E_{N+1}$, $t_{N+1}-\tfrac12$ is odd in $x$, so $L_0=N+\tfrac12$ still holds when the other steps are far away. Let $r=w/kT$. Relative to the sharp step, the rounded one loses $1/(1+e^{x/r})$ at $x>0$ and gains the mirror image at $x<0$. Both lower $L_1$:

$$\frac{L_1}{kT}=\ln2-2\int_0^\infty\frac{x(-F')}{1+e^{x/r}}\,dx .$$

For $r\ll1$ the integral comes from $x\sim r$, where $-F'\approx\tfrac14$. With $x=ry$ and $\int_0^\infty y/(1+e^y)\,dy=\pi^2/12$,

$$\frac{L_1}{kT}\approx\ln2-\frac{\pi^2}{24}\,r^2 .$$

"Sharp" therefore means $w\ll kT$, and the temperature-independent value $\ln2/(N+\tfrac12)$ needs $w\ll kT\ll\Delta$ together. In the opposite limit the step is nearly straight across the thermal window, $t_{N+1}\approx\tfrac12+x/(4r)$. Then $L_1/kT=(1/4r)(\pi^2/3)$ and

$$s\approx\frac{\pi^2}{12}\,\frac{kT/w}{N+1/2}\qquad(kT\ll w\ll\Delta),$$

which is the Mott result. The threshold value is now proportional to $T$ and depends on the step width $w$, so it is no longer universal.

For $N=1$ at 1 K, $\hbar\omega_x=0.1$ meV gives $r=0.185$ and a threshold value of $-39.1$ µV/K, 2 percent below the sharp step in magnitude. For $\hbar\omega_x=1$ meV, $r=1.85$ and the value is $-20.5$ µV/K. The sharp formula would give 39.8 and the Mott formula 25.6 µV/K in magnitude. Both are too large, as they must be for an isolated step: for $x>0$ the function $t_{N+1}-\tfrac12$ lies below both $\tfrac12$ and $x/(4r)$. When $w$ is not small enough against $\Delta$, the tails of the neighbouring steps add to $L_1$ and the value can exceed the Mott formula: for $\hbar\omega_x=2$ meV at 0.3 K it is 3.87 against 3.84 µV/K.

When $\hbar\omega_x$ is comparable with $\Delta$ there is no window $w\ll kT\ll\Delta$, and the threshold value depends on temperature throughout. For $\hbar\omega_x=1$ meV and $N=1$ it is 0.51, 0.75, 0.87, 0.98 and 1.27 times the sharp value at 1, 2, 3, 4 and 6 K.

Rounding also changes the case $N=0$. For $r>1$ and $\mu$ far below $E_1$, conduction is by tunnelling near $\mu$, where $t_1\approx e^{(x-u)/r}$. The factor $e^{-u/r}$ cancels in $L_1/L_0$, so $s$ stops growing. From $\int e^{bx}(-F')\,dx=\pi b/\sin\pi b$ for $0<b<1$, its logarithmic derivative at $b=1/r$ gives the limit $s=r-\pi\cot(\pi/r)$, which is 2.26 for $r=1.85$.

## Comparison

The magnitudes of $S$ for the sharp contact, in µV/K, are:

| $N$ | scaling estimate | at threshold | maximum |
|---|---|---|---|
| 1 | 28.7 | 39.8 | 41.5 |
| 2 | 17.2 | 23.9 | 24.2 |
| 3 | 12.3 | 17.1 | 17.2 |

The estimate has the right dependence on $N$ and the right independence of $T$. It is 28 percent below the threshold value for each $N$, because the mean energy in the upper half of the window is $\ln2/(1/2)=1.39$ in units of $kT$, where the estimate put 1. It cannot show the shift of the maximum, since it gives all electrons above the step the same energy, while the shift comes from those at the edge of the step, whose energy is below the mean.

For the heat, the estimate $k^2T/h$ is too small by the factor $\pi^2/3=3.29$. This factor is the mean of $x^2$ over the thermal kernel, which the estimate again set to 1. Electrons a few $kT$ from $\mu$ are rare, but they count with the square of their energy: one factor for the heat they carry, the other for the change of their occupation with temperature.

The values for sharp steps were checked without the moments $L_m$, by finding the voltage that stops the current between two reservoirs whose temperatures differ by 0.1 percent. They are listed in the numerical output below.

## Computed values

```
temperature = 1.0 K, kT = 0.08617 meV
mode spacing = 2.0 meV, spacing/kT = 23.21
k/e = 86.173 microvolt/K
2e^2/h = 77.481 microsiemens
K_Q per spin-resolved channel = 0.9464 pW/K
N = 1: threshold at 3.0 meV, plateau middle at 2.0 meV
  S at threshold = -39.821 microvolt/K, |S|e/k = 0.46210
  S at true maximum of |S| = -41.468 microvolt/K, |S|e/k = 0.48121
  maximum lies 0.0415 meV below threshold; excess = 4.14 percent
  S at plateau middle = -0.0198 microvolt/K
  G/(2e^2/h): plateau 1.0000, threshold 1.5000
  K plateau = 1.8929 pW/K = 2.0000 K_Q
  K threshold = 2.8053 K_Q open circuit, 3.0000 K_Q at zero voltage
N = 2: threshold at 5.0 meV, plateau middle at 4.0 meV
  S at threshold = -23.892 microvolt/K, |S|e/k = 0.27726
  S at true maximum of |S| = -24.232 microvolt/K, |S|e/k = 0.28120
  maximum lies 0.0242 meV below threshold; excess = 1.42 percent
  S at plateau middle = -0.0099 microvolt/K
  G/(2e^2/h): plateau 2.0000, threshold 2.5000
  K plateau = 3.7857 pW/K = 4.0000 K_Q
  K threshold = 4.8832 K_Q open circuit, 5.0000 K_Q at zero voltage
N = 3: threshold at 7.0 meV, plateau middle at 6.0 meV
  S at threshold = -17.066 microvolt/K, |S|e/k = 0.19804
  S at true maximum of |S| = -17.188 microvolt/K, |S|e/k = 0.19946
  maximum lies 0.0172 meV below threshold; excess = 0.72 percent
  S at plateau middle = -0.0066 microvolt/K
  G/(2e^2/h): plateau 3.0000, threshold 3.5000
  K plateau = 5.6786 pW/K = 6.0000 K_Q
  K threshold = 6.9165 K_Q open circuit, 7.0000 K_Q at zero voltage
N = 4: excess of maximum = 0.431 percent, estimate = 0.428 percent
N = 0: |S|e/k at mu = 0, 1, 2, 4, 10 kT below first threshold:
  1.3863, 2.1648, 3.0648, 5.0091, 11.0000
spacing/kT = 6 (T = 3.868 K), N = 2: (N+1/2)|S|e/k = 0.72793
  ln2 = 0.69315, ln2 + neighbour term = 0.72785
hwx = 1 meV, T = 0.05 K, N = 1: |S|e/k = 0.01483, Mott = 0.01484
smooth steps at the example temperature, N = 1, at threshold:
  hwx = 0.1 meV: w/kT = 0.185, S = -39.057 microvolt/K
  hwx = 1.0 meV: w/kT = 1.847, S = -20.457 microvolt/K
```
